# Terms of l^N from two-column Young diagrams and Weyl's dimension formula

## Theorem

Let \(l\ge 0\) be an integer and \(n=2l+1\) the number of orbitals in the shell. Place \(N\) equivalent electrons in it, \(0\le N\le 2n\), and let the total spin \(S\) satisfy

\[
2S\equiv N \pmod 2,\qquad 0\le 2S\le \min(N,\,2n-N).
\]

Define

\[
a=\tfrac N2+S,\qquad b=\tfrac N2-S ,\qquad\text{so that } 0\le b\le a\le n .
\]

The antisymmetric states of spin \(S\) form a product (spin multiplet) \(\otimes\,V_S\). The orbital factor \(V_S\) is an irreducible representation of \(U(n)\), and its Young diagram has two columns, of lengths \(a\) and \(b\).

Let \(c_S(M)\) be the number of states in \(V_S\) with \(L_z=M\), angular momenta being in units of \(\hbar\). Then

\[
\chi_S(q)\equiv\sum_M c_S(M)\,q^M=\frac{[2S+1]}{[n+1]}\,{n+1\brack a+1}{n+1\brack b}, \tag{1}
\]

where

\[
[k]=\frac{q^{k/2}-q^{-k/2}}{q^{1/2}-q^{-1/2}},\qquad
{n\brack k}=\prod_{j=1}^{k}\frac{[n-j+1]}{[j]},\qquad {n\brack 0}=1 .
\]

The term with spin \(S\) and orbital momentum \(L\) occurs

\[
\mu_S(L)=c_S(L)-c_S(L+1) \tag{2}
\]

times, and the dimension of \(V_S\) is

\[
D_S=\frac{2S+1}{n+1}\binom{n+1}{\frac N2+S+1}\binom{n+1}{\frac N2-S}. \tag{3}
\]

\(D_S\) counts orbital states at one fixed spin projection, \(D_S=\sum_L(2L+1)\mu_S(L)\). The number of terms is the different sum \(\sum_L\mu_S(L)\).

The proof first shows that \(V_S\) is irreducible, then identifies its diagram, and finally computes its character.

## Lemma 1: irreducibility

*The operators representing \(U(n)\) on \(V_S\) span all operators on \(V_S\). Hence \(V_S\) is irreducible.*

For \(N=0\) there is one state and nothing to prove. For \(N\ge1\), let \(V=\mathbb C^n\) be the orbital space and \(W=\mathbb C^2\) the spin space of one electron. The \(N\)-electron space \(\mathcal H\) is the antisymmetric part of \(V^{\otimes N}\otimes W^{\otimes N}\). Let \(P_\pi^V\) and \(P_\pi^W\) permute the orbital and the spin factors. Three facts are needed.

**Fact A.** *An operator on \(V^{\otimes N}\) that commutes with all \(P^V_\pi\) is a linear combination of operators \(g^{\otimes N}\) with \(g\in U(n)\). The same holds for \(W\) and \(U(2)\).*

Such an operator equals its own average over permutations, so it is a sum of symmetrized products of one-particle operators \(B_1,\dots,B_N\). A symmetrized product is \(1/N!\) times the coefficient of \(t_1\cdots t_N\) in \((\sum_i t_iB_i)^{\otimes N}\). Coefficients of a polynomial are linear combinations of its values, so operators \(A^{\otimes N}\), with \(A\) an arbitrary matrix, suffice.

Unitary \(A\) suffice as well. Otherwise some linear functional \(f\) would vanish on all \(g^{\otimes N}\) with \(g\) unitary but not on all \(A^{\otimes N}\). Put \(p(A)=f(A^{\otimes N})\), a polynomial in the matrix elements. The function \(p(e^{iX})\) is analytic in the complex matrix \(X\) and vanishes for Hermitian \(X\). Every complex matrix is \(H_1+iH_2\) with Hermitian \(H_1,H_2\), so the Hermitian matrices are the real points of this complex space, and an analytic function that vanishes there vanishes everywhere. The matrices \(e^{iX}\) fill a neighbourhood of the identity, so \(p=0\), a contradiction.

**Fact B.** *Let \(\mathcal A\) be an algebra of operators on a finite-dimensional space, containing the identity and closed under the adjoint. If \(Z\) commutes with every operator that commutes with \(\mathcal A\), then \(Z\in\mathcal A\).*

For any vector \(x\), the subspace \(\mathcal Ax\) is invariant under \(\mathcal A\). So is its orthogonal complement, because \(\mathcal A\) contains adjoints. The projector on \(\mathcal Ax\) therefore commutes with \(\mathcal A\), hence with \(Z\), and \(Zx\in\mathcal Ax\). Apply this to \(d\) copies of the space, \(d\) being its dimension, with \(\mathcal A\) and \(Z\) acting identically on each copy. The hypothesis survives: an operator commuting with the copied \(\mathcal A\) is a block matrix whose blocks commute with \(\mathcal A\), hence with \(Z\). Choosing \(x=(e_1,\dots,e_d)\), a basis, gives one \(A\in\mathcal A\) with \(Ae_i=Ze_i\) for all \(i\). Thus \(Z=A\).

**Fact C.** *An operator on \(W^{\otimes N}\) that commutes with all spin rotations \(u^{\otimes N}\) is a linear combination of the \(P^W_\pi\).*

An element of \(U(2)\) is a phase times an element of \(SU(2)\), so the operator commutes with \(u^{\otimes N}\) for all \(u\in U(2)\). By Fact A it commutes with everything that commutes with the permutations. The combinations of permutations form an algebra of the kind in Fact B, which gives the claim.

**Proof of the lemma.** Let \(T\) act on \(\mathcal H\) and commute with spin rotations. Extend it by zero to the orthogonal complement of \(\mathcal H\); the extension still commutes with them. Write it as \(\sum_k Y_k\otimes Z_k\) with linearly independent orbital operators \(Y_k\). Then each \(Z_k\) commutes with spin rotations, and by Fact C the extension has the form \(\sum_\pi X_\pi\otimes P_\pi^W\).

For \(\psi\in\mathcal H\), antisymmetry means \(P_\pi^VP_\pi^W\psi=\operatorname{sgn}(\pi)\psi\), so

\[
P_\pi^W\psi=\operatorname{sgn}(\pi)\,(P_\pi^V)^{-1}\psi .
\]

A spin permutation can thus be replaced by an orbital one, and

\[
T\psi=Y\psi,\qquad Y=\sum_\pi\operatorname{sgn}(\pi)\,X_\pi(P_\pi^V)^{-1}.
\]

Let \(Q_\sigma=P_\sigma^VP_\sigma^W\). Both \(\psi\) and \(T\psi\) are antisymmetric, so \(Q_\sigma YQ_\sigma^{-1}\psi=\operatorname{sgn}(\sigma)^2\,T\psi=T\psi\). Since \(Y\) acts on orbitals alone, \(Q_\sigma YQ_\sigma^{-1}=P^V_\sigma Y(P^V_\sigma)^{-1}\). Hence \(Y\) may be replaced by its average over \(\sigma\), which commutes with all orbital permutations. By Fact A, \(T\) is a combination of orbital transformations \(g^{\otimes N}\).

Now take for \(T\) an arbitrary operator \(B\) on one \(V_S\), multiplied by the identity on its spin multiplet and by zero on all other spins. It commutes with spin rotations, so \(B\) is a combination of the operators representing \(U(n)\) on \(V_S\). As \(B\) was arbitrary, no proper subspace of \(V_S\) can be invariant. \(\square\)

## Lemma 2: the Young diagram

*The highest weight of \(V_S\) is \((2^b,1^{a-b},0^{n-a})\), where exponents denote repetition.*

Number the orbitals \(1,\dots,n\) in order of decreasing \(m\). Let \(\Phi\) be the determinant with orbitals \(1,\dots,a\) occupied by spin up and \(1,\dots,b\) by spin down. The orbital generators and the spin raising operator are

\[
E_{ij}=\sum_\sigma a^\dagger_{i\sigma}a_{j\sigma},\qquad
S_+=\sum_i a^\dagger_{i\uparrow}a_{i\downarrow}.
\]

For \(i<j\), \(E_{ij}\) moves an electron to a lower-numbered orbital with the same spin. In \(\Phi\) that place is already filled, so \(E_{ij}\Phi=0\). Likewise \(S_+\Phi=0\), because \(b\le a\) means that every orbital with a spin-down electron also has a spin-up one. Since \(S_z\Phi=\tfrac12(a-b)\Phi=S\Phi\), the state \(\Phi\) has spin \(S\) and belongs to \(V_S\), realized here by the states with \(M_S=S\).

By irreducibility, products of the \(E_{ij}\) acting on \(\Phi\) span \(V_S\). Their commutators are again combinations of \(E_{ij}\), so each product can be reordered until the operators with \(i<j\) act first. Those give zero, the diagonal \(E_{ii}\) give numbers, and the remaining ones lower the weight. The occupation numbers of \(\Phi\) are therefore the highest weight. Used as row lengths, they give \(b\) rows of two boxes and \(a-b\) rows of one box: two columns of lengths \(a\) and \(b\). \(\square\)

There are at most two columns because an orbital holds at most two electrons. The spin is half the difference of the column lengths.

## Lemma 3: subtraction of higher spins

*Let a diagonal element of \(U(n)\) multiply orbital \(i\) by \(x_i\), and let \(e_k\) be the sum of all products of \(k\) different \(x_i\), with \(e_0=1\) and \(e_k=0\) for \(k<0\) or \(k>n\). Its trace on \(V_S\) is*

\[
\chi_S=e_ae_b-e_{a+1}e_{b-1}. \tag{4}
\]

Determinants with \(M_S=S\) have \(a\) spin-up and \(b\) spin-down electrons, whose orbitals are chosen independently. The trace over them is \(e_ae_b\). Each multiplet with spin \(S'\ge S\) has one state with \(M_S=S\), so this trace is \(\sum_{S'\ge S}\chi_{S'}\). For \(M_S=S+1\) there are \(a+1\) spin-up and \(b-1\) spin-down electrons, and \(e_{a+1}e_{b-1}=\sum_{S'\ge S+1}\chi_{S'}\). The difference is \(\chi_S\). \(\square\)

## Lemma 4: rotations of one spin column

*For a rotation about \(z\), with \(x_m=q^m\) and \(m=-l,\dots,l\), one has \(e_k={n\brack k}\).*

Put \(F(t)=\prod_{m=-l}^{l}(1+tq^m)=\sum_k e_kt^k\). Replacing \(t\) by \(qt\) shifts the exponents to \(-l+1,\dots,l+1\). Supplying the missing factor on each side gives

\[
(1+tq^{-l})F(qt)=(1+tq^{l+1})F(t).
\]

The coefficient of \(t^k\) reads

\[
q^ke_k+q^{k-1-l}e_{k-1}=e_k+q^{l+1}e_{k-1},
\]

and therefore

\[
(q^k-1)e_k=(q^{l+1}-q^{k-l-1})e_{k-1}.
\]

Divide by \(q^{k/2}\). The exponents on the right become \(\pm(2l+2-k)/2=\pm(n-k+1)/2\), so

\[
e_k=\frac{[n-k+1]}{[k]}\,e_{k-1}.
\]

Starting from \(e_0=1\), this builds the product that defines \({n\brack k}\). \(\square\)

## Proof of the theorem

**Factorization.** The definition of the brackets gives, by cancelling common factors,

\[
{n\brack k}=\frac{[k+1]}{[n+1]}{n+1\brack k+1},\qquad
{n\brack k}=\frac{[n+1-k]}{[n+1]}{n+1\brack k}.
\]

Use the first relation for \(k=a\) and \(k=b-1\), and the second for \(k=b\) and \(k=a+1\). Equation (4) becomes

\[
\chi_S=\frac{1}{[n+1]^2}{n+1\brack a+1}{n+1\brack b}
\Big([a+1][n+1-b]-[n-a][b]\Big). \tag{5}
\]

At the edges \(a=n\) or \(b=0\) the subtracted term vanishes on both sides, since \([0]=0\).

To simplify the parenthesis, write \(h=q^{1/2}-q^{-1/2}\) and \(C(u)=q^{u/2}+q^{-u/2}\). Multiplying out the definition gives

\[
h^2[x][y]=C(x+y)-C(x-y).
\]

Replacing \(x,y\) by \(x-z,y-z\) leaves \(x-y\) unchanged, so

\[
h^2\big([x][y]-[x-z][y-z]\big)=C(x+y)-C(x+y-2z)=h^2[z][x+y-z].
\]

The last equality is the same product formula applied to \(z\) and \(x+y-z\), whose sum is \(x+y\) and whose difference is \(\pm(x+y-2z)\). Choose \(x=a+1\), \(y=n+1-b\), \(z=a-b+1=2S+1\). Then \(x-z=b\), \(y-z=n-a\) and \(x+y-z=n+1\). The parenthesis in (5) equals \([2S+1][n+1]\), which proves (1).

**Terms.** The group \(SO(3)\) acts on \(V_S\) through its matrices on the \(n\) orbitals. A multiplet \(L\) contributes one state to each \(M\) with \(|M|\le L\). Hence, for \(M\ge0\), \(c_S(M)=\sum_{L\ge M}\mu_S(L)\), and subtracting the value at \(M+1\) gives (2).

**Dimension.** At \(q\to1\) every \([k]\to k\), the brackets become binomial coefficients, and \(\chi_S\) becomes the number of states. Equation (1) turns into (3). \(\square\)

## Remarks

**Weyl's product.** For a diagram with row lengths \(\lambda_i\), Weyl's general formula is

\[
D=\prod_{i<j}\frac{\lambda_i-\lambda_j+j-i}{j-i}.
\]

The proof above does not use it, but (3) is its two-column case. Pairs of rows of equal length contribute 1. For the other pairs the product over \(j\) telescopes at fixed \(i\):

- Lengths 2 and 1 give \(\displaystyle\prod_{i=1}^{b}\frac{a+1-i}{b+1-i}=\frac{a!}{b!\,(a-b)!}\).
- Lengths 1 and 0 give \(\displaystyle\prod_{i=b+1}^{a}\frac{n+1-i}{a+1-i}=\frac{(n-b)!}{(n-a)!\,(a-b)!}\).
- Lengths 2 and 0 give \(\displaystyle\prod_{i=1}^{b}\frac{(n+2-i)(n+1-i)}{(a+2-i)(a+1-i)}=\frac{(n+1)!\,n!\,(a+1-b)!\,(a-b)!}{(n+1-b)!\,(n-b)!\,(a+1)!\,a!}\).

Their product is

\[
\frac{(a-b+1)\,(n+1)!\,n!}{b!\,(n+1-b)!\,(a+1)!\,(n-a)!}
=\frac{a-b+1}{n+1}\binom{n+1}{a+1}\binom{n+1}{b}.
\]

**Largest \(L\).** The \(a\) largest values of \(m\) add up to \(\sum_{i=1}^{a}(l+1-i)=a(n-a)/2\). Among determinants with \(M_S=S\), the largest \(M\) is therefore

\[
L_{\max}(S)=\tfrac12\big[a(n-a)+b(n-b)\big].
\]

It is reached by the single determinant \(\Phi\), which lies in \(V_S\), so the term with this \(L\) occurs once.

**Limits.** One electron has \(a=1,b=0\) and \(D_{1/2}=n\). Two electrons have \(D_1=n(n-1)/2\) and \(D_0=n(n+1)/2\), the numbers of antisymmetric and symmetric orbital pairs. A half-filled shell with all spins parallel has \(a=n,b=0\) and \(\chi_S=1\): a single \(S\) term.

**Holes.** Replacing \(N\) by \(2n-N\) at fixed \(S\) changes \((a,b)\) into \((n-b,n-a)\). Since \({n+1\brack k}={n+1\brack n+1-k}\), the two brackets in (1) trade places and the terms are unchanged.

**Scope.** The result counts states of equivalent electrons; electrons in different shells need a separate count. It gives no energies. If \(\mu_S(L)>1\), the rotation group supplies the number of repeated terms but no label to tell them apart. Spin–orbit coupling can mix terms, so \(L\) and \(S\) then need not label energy eigenstates, although the basis is still counted correctly.

## Example: Er³⁺ in the configuration 4f¹¹

Here \(n=7\) and \(N=11\), so \(2S\le\min(11,3)=3\), and \(S\) is \(3/2\) or \(1/2\).

**Quartets.** The columns are \(a=7\), \(b=4\), and

\[
D_{3/2}=\frac48\binom88\binom84=\frac48\cdot1\cdot70=35 .
\]

Since \(e_7=1\) and \(e_8=0\), the character is \(e_4\). Its coefficients for \(M=0,\dots,6\) are

\[
5,\;4,\;4,\;3,\;2,\;1,\;1 .
\]

Each number minus its right neighbour, with zero after the last, gives \(1,0,1,1,1,0,1\) for \(L=0,\dots,6\). The terms are \({}^4S,{}^4D,{}^4F,{}^4G,{}^4I\), and \(1+5+7+9+13=35\).

**Doublets.** The columns are \(a=6\), \(b=5\). The determinant count and the Weyl formula give

\[
147-35=112,\qquad D_{1/2}=\frac28\binom87\binom85=\frac28\cdot8\cdot56=112 .
\]

The character is \(e_6e_5-e_7e_4\). All seven coefficients of \(e_6\) are 1, and those of \(e_5\) for \(M=0,\dots,5\) are \(3,3,2,2,1,1\). At \(M=0\) the product contributes the sum of the \(e_5\) coefficients from \(-3\) to \(3\), so

\[
c_{1/2}(0)=3+2(3+2+2)-5=12 .
\]

The subtracted 5 is the coefficient of \(e_7e_4=e_4\) at \(M=0\). For other \(M\), shift the window of seven values by \(M\) and subtract the coefficient of \(e_4\) at that \(M\) (zero for \(M>6\)); for example, \(c_{1/2}(1)=16-4=12\). For \(M=0,\dots,8\) this gives

\[
12,\;12,\;11,\;9,\;7,\;5,\;3,\;2,\;1 .
\]

The differences are \(0,1,2,2,2,2,1,1,1\). The doublets are \({}^2P\), two each of \({}^2D,{}^2F,{}^2G,{}^2H\), and one each of \({}^2I,{}^2K,{}^2L\).

There are thus \(5+12=17\) terms. With the spin projections included, \(4\cdot35+2\cdot112=364\), which is the number of determinants \(\binom{14}{11}\). Diagonalizing \(\mathbf L^2\) and \(\mathbf S^2\) in the full determinant space, as the numerical check does, gives the same 17 terms.

## Calculated quantities

```
Er3+ 4f^11, pure LS term enumeration; counts are dimensionless
orbitals n = 7, electrons N = 11, determinants = 364
joint highest-weight states found = 2
e_4: coefficients for M = 0,1,... (hbar): [5, 4, 4, 3, 2, 1, 1]
e_5: coefficients for M = 0,1,... (hbar): [3, 3, 2, 2, 1, 1]
e_6: coefficients for M = 0,1,... (hbar): [1, 1, 1, 1]
e_7: coefficients for M = 0,1,... (hbar): [1]
S = 3/2: column lengths a = 7, b = 4
  highest weight = [2, 2, 2, 2, 1, 1, 1]
  determinants at M_S=S: 35; at M_S=S+1: 0
  C(n+1,a+1) = 1, C(n+1,b) = 70
  Weyl dimension D_S = 35 orbital states
  c(M) for M = 0..6 (hbar): [5, 4, 4, 3, 2, 1, 1]
  multiplicities L:number = {0: 1, 2: 1, 3: 1, 4: 1, 6: 1}
  terms: 4S 4D 4F 4G 4I
  number of terms = 5
S = 1/2: column lengths a = 6, b = 5
  highest weight = [2, 2, 2, 2, 2, 1, 0]
  determinants at M_S=S: 147; at M_S=S+1: 35
  C(n+1,a+1) = 8, C(n+1,b) = 56
  Weyl dimension D_S = 112 orbital states
  c(M) for M = 0..8 (hbar): [12, 12, 11, 9, 7, 5, 3, 2, 1]
  multiplicities L:number = {1: 1, 2: 2, 3: 2, 4: 2, 5: 2, 6: 1, 7: 1, 8: 1}
  terms: 2P 2D(x2) 2F(x2) 2G(x2) 2H(x2) 2I 2K 2L
  number of terms = 12
sum of (2S+1) D_S = 364 states
terms from diagonalization = 17
Comparison shells:
  p^3, S = 3/2: D_S = 1; 4S
  p^3, S = 1/2: D_S = 8; 2P 2D
  d^5, S = 5/2: D_S = 1; 6S
  d^5, S = 3/2: D_S = 24; 4P 4D 4F 4G
  d^5, S = 1/2: D_S = 75; 2S 2P 2D(x3) 2F(x2) 2G(x2) 2H 2I
```
